# Meir-Wingreen Current with Proportional Couplings: Reduction, Failure and a Transistor Example

A region with discrete levels, created by operators $d_n^\dagger$, lies between a source L and a drain R:

$$H=\sum_{\alpha k}\varepsilon_{\alpha k}c^\dagger_{\alpha k}c_{\alpha k}+H_C+\sum_{\alpha kn}\left(V_{\alpha k,n}c^\dagger_{\alpha k}d_n+\text{h.c.}\right),\quad \alpha=L,R .$$

$H_C$ contains any interaction that conserves the electron number of the region. The leads are non-interacting and were thermal, with Fermi functions $f_\alpha(E)$, before the coupling was switched on in the distant past. A steady state is assumed to have been reached. The index $n$ includes spin. The coupling matrices are

$$(\Gamma_\alpha)_{nm}(E)=2\pi\sum_k V^*_{\alpha k,n}V_{\alpha k,m}\,\delta(E-\varepsilon_{\alpha k}).$$

The electron current $J_\alpha=-d\langle N_\alpha\rangle/dt$ is positive when electrons leave lead $\alpha$. The charge current has magnitude $I=eJ_L$, with $e>0$. Transforms are $G(E)=\hbar^{-1}\int dt\,e^{iEt/\hbar}G(t)$, and $G^<_{ab}(t,t')=i\langle b^\dagger(t')a(t)\rangle$.

## (a) Express $J_L$ through Green functions of the region

**Solution.** Since $[c_k^\dagger d_n,N_L]=-c_k^\dagger d_n$ and $[d_n^\dagger c_k,N_L]=d_n^\dagger c_k$, the Heisenberg equation $\dot N_L=(i/\hbar)[H,N_L]$ gives

$$J_L=\frac{i}{\hbar}\sum_{kn}\left(V_{kn}\langle c_k^\dagger d_n\rangle-V_{kn}^*\langle d_n^\dagger c_k\rangle\right)=\frac{2}{\hbar}\,\mathrm{Im}\sum_{kn}V^*_{kn}\langle d^\dagger_nc_k\rangle .$$

At equal times $\langle d_n^\dagger c_k\rangle=-i\int\frac{dE}{2\pi}G^<_{kn}(E)$, so

$$J_L=-\frac{2}{\hbar}\,\mathrm{Re}\int\frac{dE}{2\pi}\sum_{kn}V^*_{kn}G^<_{kn}(E).$$

The mixed function follows because the lead is quadratic and initially thermal. In an expansion in $V$, $c_k$ can contract only with a $c_k^\dagger$ from a coupling term, and what remains is the full function of the region. On the time contour, therefore, $G_{kn}=\sum_m g_kV_{km}G_{mn}$, with $g_k$ the function of the isolated lead.

The lesser part of a contour product $AB$ is found by running the contour from $-\infty$ to $t$ and back, then to $t'$ and back. The first loop gives $\int_{-\infty}^{t}(A^>-A^<)B^<=\int A^rB^<$; the second gives $\int_{-\infty}^{t'}A^<(B^<-B^>)=\int A^<B^a$. Thus

$$G^<_{kn}=\sum_mV_{km}\left(g_k^rG^<_{mn}+g_k^<G^a_{mn}\right).$$

With $g_k^<=2\pi i f_L\delta(E-\varepsilon_k)$ and $\sum_kV^*_{kn}V_{km}g^r_k=(\Lambda_L-\tfrac i2\Gamma_L)_{nm}$, where $\Lambda_L$ is Hermitian,

$$\sum_{kn}V^*_{kn}G^<_{kn}=\mathrm{Tr}\left[(\Lambda_L-\tfrac i2\Gamma_L)G^<\right]+if_L\mathrm{Tr}[\Gamma_LG^a].$$

$G^<$ is anti-Hermitian, so $\mathrm{Tr}\,\Lambda_LG^<$ is imaginary and drops out of the real part, while $-\frac i2\mathrm{Tr}\,\Gamma_LG^<$ is real. Because $(\mathrm{Tr}\,\Gamma_LG^a)^*=\mathrm{Tr}\,\Gamma_LG^r$, the real part of the last term is $-\frac i2f_L\mathrm{Tr}\,\Gamma_L(G^r-G^a)$. Using $2\pi\hbar=h$,

$$J_L=\frac ih\int dE\,\mathrm{Tr}\left\{\Gamma_L\left[G^<+f_L(G^r-G^a)\right]\right\}.$$

This is the Meir-Wingreen current. With $A=i(G^r-G^a)$, the spectral matrix, and $A^<=-iG^<$, its occupied part, it reads

$$J_\alpha=\frac1h\int dE\,\mathrm{Tr}\left[\Gamma_\alpha(f_\alpha A-A^<)\right].\tag{1}$$

The first term is injection and the second return, each with the Pauli-blocked part added; these parts cancel in the difference.

The relation for $G_{kn}$ needs non-interacting leads. In an exactly diagonalized lead-level-lead cluster of three sites (energies $0.3,-0.6,-0.4$, hoppings $0.5,0.7$, $kT=0.5$, complex energy $0.2+0.4i$), it holds to rounding error with a repulsion of 2 on the level. If the lead site has the same repulsion, it fails by 0.54 of $|G_{kn}|$.

## (b) When can $G^<$ be eliminated by current conservation?

**Solution.** $H_C$ conserves number, so $d\langle N_C\rangle/dt=J_L+J_R$, which vanishes in the steady state. With $J\equiv J_L=-J_R$, any constant $x$ gives $J=xJ_L-(1-x)J_R$. By (1),

$$J=\frac1h\int dE\,\mathrm{Tr}\left\{[xf_L\Gamma_L-(1-x)f_R\Gamma_R]A-[x\Gamma_L-(1-x)\Gamma_R]A^<\right\}.$$

The unknown $A^<$ disappears if $x\Gamma_L(E)=(1-x)\Gamma_R(E)$ at every energy. This is possible when

$$\Gamma_L(E)=\lambda\,\Gamma_R(E),\qquad \lambda\ \text{a number independent of }E,$$

with $x=1/(1+\lambda)$. Both products then equal $\tilde\Gamma=\lambda\Gamma_R/(1+\lambda)$, and

$$J=\frac1h\int dE\,(f_L-f_R)\,\mathrm{Tr}[\tilde\Gamma A].\tag{2}$$

The matrices themselves may depend on energy; their ratio may not. The number $x$ must be constant because conservation holds for the integrated currents, while electrons can exchange energy inside the region. If each spin is conserved, the argument applies to each spin separately, and $\lambda$ may differ between spins.

For one level $\tilde\Gamma=\Gamma_L\Gamma_R/\Gamma$ with $\Gamma=\Gamma_L+\Gamma_R$: two couplings in series. If $\lambda\to0$, $\tilde\Gamma\to\Gamma_L$, and the weaker contact limits the current.

Without interaction $A=G^r(\Gamma_L+\Gamma_R)G^a=(1+\lambda)G^r\Gamma_RG^a$. Hence $\mathrm{Tr}\,\tilde\Gamma A=\mathrm{Tr}\,\Gamma_LG^r\Gamma_RG^a$, the Landauer transmission. This fixes sign and prefactor, as a time evolution confirms: a level at 0.2 is joined by hoppings 0.5 and 0.35 to two 200-site chains of unit hopping, with $\mu_{L,R}=\pm0.5$ and $kT=0.1$. The mean loss of electrons from the left chain between times 40 and 90 is 0.09358 (hopping$/\hbar$), and (2) gives 0.09358.

Proportionality of matrices is a strong demand: both leads must couple to the same combinations of orbitals. Take two orbitals with Hamiltonian rows $(0.3,0.2)$ and $(0.2,-0.5)$, no interaction, $E=0.4$, $\Gamma_L=\mathrm{diag}(1,0.1)$ and $\Gamma_R=\mathrm{diag}(0.1,1)$. Replacing $\tilde\Gamma$ by the tempting $\Gamma_L(\Gamma_L+\Gamma_R)^{-1}\Gamma_R$ gives a current per unit energy 17.7% below the correct one at this $E$.

## (c) One level: what is the error if $\Gamma_L/\Gamma_R$ varies with energy?

**Solution.** Let $j_\alpha(E)$ be the integrand of (1), including $1/h$, and let $J_f$ be (2) with the local $\tilde\Gamma(E)=\Gamma_L\Gamma_R/\Gamma$. With $x(E)=\Gamma_R/\Gamma$, $A^<$ cancels at each energy from $xj_L-(1-x)j_R$, so $J_f=\int[xj_L-(1-x)j_R]dE$. Subtracting this from $J=\int j_L\,dE$,

$$J-J_f=\int dE\,\frac{\Gamma_L}{\Gamma}D(E),\qquad D=j_L+j_R .\tag{3}$$

$D$ is the net number of electrons entering per unit time and energy. To express it through the interaction self-energy, write $\Sigma^<=is_<$, $\Sigma^>=-is_>$ and $\gamma=s_<+s_>$. From $G^r-G^a=G^r[(G^a)^{-1}-(G^r)^{-1}]G^a$,

$$A=|G^r|^2(\Gamma+\gamma).$$

Next apply the product rule of (a) to the Dyson equation $G=g+g\Sigma_tG$, where $\Sigma_t$ includes the leads:

$$(1-g^r\Sigma_t^r)G^<=g^r\Sigma_t^<G^a+g^<(1+\Sigma_t^aG^a).$$

Dividing by the bracket turns the first term into $G^r\Sigma_t^<G^a$ and the second into $G^r(g^r)^{-1}g^<(1+\Sigma_t^aG^a)$. The latter vanishes wherever $G^r$ is finite, since $(E-\varepsilon)\delta(E-\varepsilon)=0$. It survives only at a pole of $G^r$ on the real axis, a bound state outside the lead bands, which keeps memory of its initial occupation; such states are excluded here. Thus

$$A^<=|G^r|^2(\Gamma_Lf_L+\Gamma_Rf_R+s_<).$$

Solve these two relations for $\Gamma$ and $\Gamma_Lf_L+\Gamma_Rf_R$, and insert them in $D$, with $A^>=A-A^<$:

$$\begin{aligned}hD&=(\Gamma_Lf_L+\Gamma_Rf_R)A-\Gamma A^<\\&=\left(\frac{A^<}{|G^r|^2}-s_<\right)A-\left(\frac{A}{|G^r|^2}-\gamma\right)A^<\\&=\gamma A^<-s_<A=s_>A^<-s_<A^>.\end{aligned}$$

This is scattering out of energy $E$ minus scattering into it. Number conservation requires $\int D\,dE=0$. The error (3) therefore vanishes for a constant ratio, for a vanishing $D(E)$ (elastic balance, as without interaction), or by cancellation in the integral.

A test case is the self-consistent second-order self-energy for spin-degenerate electrons with repulsion $U$, the mean-field shift being included in the level energy:

$$s_<(E)=U^2\int\frac{dE_1dE_2}{(2\pi)^2}A^<(E_1)A^<(E_2)A^>(E_1+E_2-E),$$

and $s_>$ with $<$ and $>$ exchanged. It is an approximation, but it conserves number: $\int s_>A^<$ and $\int s_<A^>$ are the same integral of $A^<A^<A^>A^>$ over $E_1+E_2=E_3+E_4$. In units of the peak coupling $\Gamma_0$, take $U=2.5$, level 0.5, $kT=0.2$, $\mu_{L,R}=\pm1.5$, and $\Gamma_L=0.65b$, $\Gamma_R=0.35b$ with $b=e^{-(E/6)^2}$. Equation (1) and formula (2) both give $0.143430\,\Gamma_0/\hbar$ per spin.

With $\Gamma_L=b[0.3+1.2e^{-(E-1)^2}]$ instead, (1) gives $0.153055$ and the local formula is too small by $0.008007$, or 5.2% of the current. The integral (3), evaluated from the self-energies, also gives $0.008007$.

## (d) Is the kernel of (2) a transmission probability?

**Solution.** For one level the kernel is

$$\mathcal T(E)=\frac{\Gamma_L\Gamma_R}{\Gamma}A=\Gamma_L\Gamma_R|G^r|^2\left(1+\frac\gamma\Gamma\right).$$

The first term has the form of coherent transmission. The second is the contribution of electrons scattered by the interaction, which still leave through one of the contacts. If $\gamma\ge0$, as for the second-order form above, then $|G^r|^2\le4/(\Gamma+\gamma)^2$ and

$$\mathcal T\le\frac{4\Gamma_L\Gamma_R}{\Gamma(\Gamma+\gamma)}\le\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\le1 .$$

The kernel is thus bounded like a probability, but it is not a property of one electron in a fixed potential: $A$ depends on temperature and on both chemical potentials. In the proportional case of (c), the scattering term carries 51% of the current. The kernel peaks at 0.44, below $4\Gamma_L\Gamma_R/\Gamma^2=0.91$, and the bias changes $A$ by up to 39% of its equilibrium peak. Using the equilibrium $A$ at this bias would not be justified: it makes the current about 7% too large. Both figures hold the level, mean-field shift included, at 0.5; if the bare level is held fixed instead, so that the shift follows the occupation, the excess is about 9%.

For small bias it is justified. With $\mu_L-\mu_R=eV$, $f_L-f_R=eV(-f')+\dots$ is already of first order, so the change of $A$ enters at second order:

$$\left.\frac{dI}{dV}\right|_{0}=\frac{e^2}{h}\int dE\,(-f')\,\mathrm{Tr}[\tilde\Gamma A_{eq}].$$

The second-order model gives $0.49036\,e^2/h$ per spin from this formula. The slope of (1) between $eV=\pm0.01\,\Gamma_0$ gives $0.49035\,e^2/h$.

The scattering term also matters for matrices. For the two orbitals of (b), let $\Gamma_R$ have rows $(1,0.4)$ and $(0.4,0.6)$, $\Gamma_L=1.7\Gamma_R$, $f_L=0.9$, $f_R=0.2$, and add local elastic dephasing, $\Sigma_{nn}=0.3\,G_{nn}$ for the retarded and lesser parts. Then $hj_L=0.794$ from both (1) and (2), whereas $(f_L-f_R)\mathrm{Tr}\,\Gamma_LG^r\Gamma_RG^a$ gives 0.676.

## (e) Find the current of a single-electron transistor with $\Gamma\ll kT$

The dot in a MOS channel has one orbital with mean energy $-3$ meV, measured from the middle of the bias window, and charging energy $U=8$ meV. Further, $\Gamma_L=0.02$ meV, $\Gamma_R=0.01$ meV, $T=4.2$ K, bias 10 mV, and a field of 6 T with $g=2$.

**Solution.** Here $kT=0.362$ meV and $\Gamma/kT=0.083$, so the coupling may be neglected in the spectrum at leading order. Then $n_{\bar\sigma}$, the number of opposite spin, is constant in time and $d_\sigma(t)=e^{-i(\varepsilon_\sigma+Un_{\bar\sigma})t/\hbar}d_\sigma$. The average of $\{d_\sigma(t),d_\sigma^\dagger\}$ transforms to

$$A_\sigma=2\pi\left[(1-\langle n_{\bar\sigma}\rangle)\delta(E-\varepsilon_\sigma)+\langle n_{\bar\sigma}\rangle\delta(E-\varepsilon_\sigma-U)\right].$$

The occupations follow from $J_{L\sigma}+J_{R\sigma}=0$. For constant couplings and $\int A_\sigma^<dE/2\pi=\langle n_\sigma\rangle$, (1) gives

$$\langle n_\sigma\rangle=F(\varepsilon_\sigma)(1-\langle n_{\bar\sigma}\rangle)+F(\varepsilon_\sigma+U)\langle n_{\bar\sigma}\rangle,\quad F=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma}.$$

The Zeeman splitting is 0.695 meV, so the lower spin 1 and the upper spin 2 have levels $-3.347$ and $-2.653$ meV. Adding $U$ gives 4.653 and 5.347 meV. In this order $F=0.6701,\,0.6672,\,0.4820,\,0.1846$. The differences are $\delta_1=0.6701-0.4820=0.1881$ and $\delta_2=0.6672-0.1846=0.4826$, and

$$n_1=\frac{F(\varepsilon_1)-\delta_1F(\varepsilon_2)}{1-\delta_1\delta_2}=\frac{0.5446}{0.9092}=0.599,$$

$$n_2=0.6672-0.4826\times0.599=0.378 .$$

Inserting $A_\sigma$ in (2), with $2\pi/h=1/\hbar$,

$$I=\frac{e\tilde\Gamma}{\hbar}\sum_pw_p\,[f_L(E_p)-f_R(E_p)].$$

The weights are $w=1-n_2,\,1-n_1,\,n_2,\,n_1$, and the Fermi differences are 0.9897, 0.9985, 0.7230 and 0.2770. The sum is $0.6155+0.4004+0.2734+0.1659=1.455$. With $\tilde\Gamma=0.02\times0.01/0.03=0.006667$ meV and $e/\hbar=243.4$ nA/meV,

$$I=243.4\times0.006667\times1.455\ \text{nA}=2.36\ \text{nA}.$$

Rate equations for the four states 0, 1, 2 and 12, with rates $\Gamma_\alpha f_\alpha/\hbar$ in and $\Gamma_\alpha(1-f_\alpha)/\hbar$ out, give the same 2.36 nA. With $U=0$ and all else fixed, the current is 3.23 nA. The charging energy lowers it by moving spectral weight to the edge of the window.

## (f) Does an energy-dependent ratio spoil this result, and what else does?

**Solution.** Let $D_\sigma$ and $D'_\sigma$ be the net flows into the dot at $\varepsilon_\sigma$ and $\varepsilon_\sigma+U$. A steady empty state requires $D_1+D_2=0$. Steady occupation of each spin requires $D_\sigma+D'_\sigma=0$. Hence $D_1=D'_2=c$ and $D_2=D'_1=-c$: a circulation through the four charge states. With $r=\Gamma_L/\Gamma$, (3) becomes

$$J-J_f=c\left\{[r(\varepsilon_1)-r(\varepsilon_2)]-[r(\varepsilon_1+U)-r(\varepsilon_2+U)]\right\}.$$

In this regime a fraction $r(E)$ linear in energy does no harm, and for spin-independent couplings without Zeeman splitting no energy dependence does. In the example $|ec|=0.26$ nA, 11% of the current, although the sum over peaks balances.

The error can be large when $r$ varies sharply. For levels $\pm1$, $U=3$, $kT=0.5$, $\mu_{L,R}=\pm2.5$, $\Gamma_R=\eta$ and $\Gamma_L=\eta\,[0.5+3e^{-(E-1)^2}]$, where the common scale $\eta\ll kT$ drops out of the relative error, the local formula lies 15% below the current of the rate equations.

To size the effect of the barriers, take them 100 meV high, with a mass of $0.19\,m_e$ and widths of 10 and 10.49 nm, the second chosen to reproduce $\Gamma_L/\Gamma_R=2$. Only this ratio is matched: next to a 20 nm well, barriers this thick would give couplings of order $10^{-6}$ meV. The couplings of (e) would need widths of roughly 3 nm, depending on the band edge in the leads; 2.7 and 3.2 nm serve as the thinner case for comparison. The thick barriers therefore exaggerate the changes. With semiclassical tunnelling, $\Gamma_\alpha\propto e^{-2\kappa(E)w_\alpha}$, the energy dependence changes the current by $-2.0\%$ (about $-1.3\%$ for the thinner barriers), but the local formula errs by only about $3\times10^{-4}\%$ in both cases. Nearly equal barriers change together, and the linear part of the remaining variation cancels.

Charging energies of several meV and currents of order nA are within the rough range of MOS single-electron transistors at liquid-helium temperature. Couplings vary by orders of magnitude with gate voltage, and 10 mV is a large bias for resolving individual levels. The assumption of one isolated orbital is the most fragile of those sized here: a second orbital 0.5 meV higher, with the same couplings and charging energy, raises the current by 26%. Tilting of the barriers by the bias raises it by about 9% for the thick barriers and 3% for the thinner ones. A lifetime broadening of $3\Gamma=0.09$ meV, taken as an estimate, lowers it by 0.7%. In a 20 nm box without a perpendicular field, the next orbital of the same valley lies 14.8 meV higher, where the source filling is about $10^{-8}$. In silicon, however, a second valley state usually lies within about 1 meV of the first, so the current in (e) is that of a one-orbital model, not a prediction for a real silicon dot. At 300 K, $kT=3.2\,U$, so charging no longer separates the occupation states.

These corrections alter the couplings or the spectrum that enter (2). The reduction itself survives them as long as the source and drain matrices stay proportional with a constant ratio. The remaining digits are in the numerical output.

## Numbers as computed

```
Lead relation, relative error, U on level only: 1.2e-15
Lead relation, relative error, U also in lead: 0.537
Chain current from lead loss (hopping/hbar): 0.09358
Chain current from formula (hopping/hbar): 0.09358
Second-order model: energies in units of peak total coupling G0
  U, level, kT, bias (G0): 2.5, 0.5, 0.2, 3.0
  JL with G< (G0/hbar per spin): 0.143430
  reduced formula (G0/hbar per spin): 0.143430
  inelastic share of current: 51.24 %
  largest kernel, and its bound: 0.4424, 0.9100
  change of A by bias, of equilibrium peak: 39.1 %
  linear conductance (e^2/h per spin): 0.49036
  same from small-bias JL (e^2/h per spin): 0.49035
  varying ratio: JL (G0/hbar): 0.153055
  varying ratio: JL - formula (G0/hbar): 8.007e-03
  varying ratio: error integral (G0/hbar): 8.007e-03
Two orbitals, dephasing: h*jL, formula: 0.794108, 0.794108
Two orbitals, coherent term alone: 0.675947
Two orbitals, not proportional: formula error -17.7 %
Rate model, varying ratio: formula error -15.25 %
Device: T = 4.2 K, kT = 0.3619 meV, B = 6.0 T, g = 2.0
Device: U = 8.0 meV, level centre = -3.0 meV, bias = 10.0 mV
Device: couplings L, R = 0.02, 0.01 meV; reduced 0.006667 meV
Zeeman splitting: 0.6946 meV
Peak energies (meV): -3.3473, -2.6527, 4.6527, 5.3473
Peak weights: 0.6219, 0.4010, 0.3781, 0.5990
fL - fR at peaks: 0.9897, 0.9985, 0.7230, 0.2770
F at peaks: 0.6701, 0.6672, 0.4820, 0.1846
Occupations, lower and upper spin: 0.5990, 0.3781
Conversion e/hbar: 243.413 nA per meV
Current, reduced formula: 2.3614 nA
Current, rate equations: 2.3614 nA
Largest single-peak imbalance: 0.2617 nA
Current with U = 0: 3.2263 nA
Barrier: 100.0 meV, mass 0.19 m_e, widths 10.0, 10.491 nm
Energy-dependent barriers: current change -1.99 %
  error of reduced formula there: -3.1e-04 %
Barrier tilt by bias: current change 9.31 %
Total coupling / kT: 0.0829
Broadening, full width 0.090 meV: change -0.65 %
Second orbital 0.5 meV higher: change 25.6 %
Next box orbital, 20.0 nm dot: 14.84 meV higher
  source filling at that orbital (empty dot): 1.6e-08
kT at 300 K / U: 3.23
```
